# Brinkman conductance minimum of a trapezoidal tunnel barrier with unequal interface heights, part 1

(Sections cited here and not found follow in the second part.)

## From the current integral to the displaced minimum

**Q:** You want to expand the current through a tilted barrier in powers of the bias. The bias changes the barrier, and it also changes which electrons can cross. How do you keep the two effects apart?

**A:** By choosing the zero of energy well. Take a barrier of thickness \(d\) between two metallic electrodes. With no bias, its top lies \(\phi_1\) above the common Fermi level at electrode 1 and \(\phi_2\) above it at electrode 2, and it runs linearly in between. Define

\[
\phi=\frac{\phi_1+\phi_2}{2},\qquad \Delta=\phi_2-\phi_1,\qquad v=eV,
\]

where \(e>0\) and positive \(V\) means that electrode 2 is at the positive potential. Electron energies in electrode 2 are then lowered by \(v\) relative to electrode 1, and electrons flow from 1 to 2.

I measure the energy \(E\) from the mean of the two Fermi levels, which therefore lie at \(+v/2\) and \(-v/2\). Each interface height is fixed relative to the Fermi level of its own electrode, so the barrier ends lie at

\[
\phi_1+\frac v2\quad\text{and}\quad \phi_2-\frac v2 .
\]

Their mean is \(\phi\), whatever the bias. Their difference is

\[
\delta=\Delta-v .
\]

In this frame the bias changes the barrier through its tilt \(\delta\) alone. With \(s=x/d\), the barrier is \(U(s)=\phi+\delta(s-\tfrac12)\).

**Q:** And the electrons that can cross? I would like to see the current built up, not quoted.

**A:** Assume parabolic bands with the same mass \(m\) throughout, and conserved transverse momentum. The transmission \(D\) then depends on the energy \(E\) of the motion normal to the barrier. Counting two spins, the net current density is

\[
J=2e\int\frac{d^3k}{(2\pi)^3}\,v_x\,D\,(f_1-f_2).
\]

The products \(f_1f_2\) that express blocked final states cancel between the two directions. For the normal motion \(v_x\,dk_x=dE/\hbar\). For the transverse motion, with energy \(\varepsilon=\hbar^2k_t^2/2m\), the area element is \(2\pi k_t\,dk_t=(2\pi m/\hbar^2)\,d\varepsilon\). Hence

\[
J=C\int dE\,D(E)\,N(E),\qquad
C=\frac{2e}{8\pi^3\hbar}\,\frac{2\pi m}{\hbar^2}=\frac{em}{2\pi^2\hbar^3},
\]

where \(N(E)=\int_0^\infty d\varepsilon\,(f_1-f_2)\). In Hartree units \(C=1/(2\pi^2)\).

At zero temperature, a state in electrode 1 is filled if \(E+\varepsilon<v/2\). The integral of \(f_1\) over \(\varepsilon\) is therefore \(v/2-E\) when this is positive, and zero otherwise. Electrode 2 gives the same with \(-v/2\). For \(v>0\), the difference of the two can be written with a step function \(\theta\):

\[
N(E)=\int_{-v/2}^{v/2}\theta(t-E)\,dt .
\]

To check this, take \(E<-v/2\): the step is 1 throughout and \(N=v\). For \(E\) between the two Fermi levels the integral is \(v/2-E\). Both agree with the direct count. Exchanging the order of integration gives

\[
J=C\int_{-v/2}^{v/2}F(t;\delta)\,dt,\qquad
F(t;\delta)=\int_{-\infty}^{t}D(E;\delta)\,dE .
\]

The limits carry the supply of electrons, and \(\delta\) carries the deformation of the barrier.

**Q:** A metal has a band bottom. Why does the inner integral run to \(-\infty\)?

**A:** Because deep levels hardly tunnel. We shall find that \(D\) falls by a factor \(1/\mathrm e\) over an energy \(2\phi/S\), where \(S\) is the tunnelling exponent. The replacement is justified when the Fermi energy, measured from the band bottom, is much larger than this.

**Q:** Then what is \(D\)? This is where I expect an approximation.

**A:** It is one. I take the semiclassical (WKB) exponential with unit prefactor,

\[
D(E;\delta)=e^{-S_\delta(E)},\qquad
S_\delta(E)=2ad\int_0^1\!\sqrt{\phi-E+\delta(s-\tfrac12)}\;ds,\qquad a=\frac{\sqrt{2m}}{\hbar}.
\]

In Hartree units \(a=\sqrt2\). I call this the soft-interface model, because a gradual potential has a prefactor near one. A gradual interface would also add sloping edges to the barrier, and their part of the exponent depends on bias. These edges are left out here. Abrupt interfaces have another prefactor, which itself depends on bias, and that objection has to be met separately.

**Q:** I shall return to it. What does the tilt do to the exponent?

**A:** Set \(E=0\) and \(y=\delta(s-\tfrac12)\). The square root expands as

\[
\sqrt{\phi+y}=\sqrt\phi\left(1+\frac{y}{2\phi}-\frac{y^2}{8\phi^2}+\frac{y^3}{16\phi^3}-\frac{5y^4}{128\phi^4}+\dots\right).
\]

Over the barrier the odd powers of \(y\) average to zero. The even ones give \(\langle y^2\rangle=\delta^2/12\) and \(\langle y^4\rangle=\delta^4/80\). With \(S=2ad\sqrt\phi\), the exponent of the flat barrier,

\[
S_\delta(0)=S\left(1-\frac{\delta^2}{96\phi^2}-\frac{\delta^4}{2048\,\phi^4}-\dots\right).
\]

A tilt of either sign makes the barrier more transparent at fixed mean height. This holds beyond the expansion: the square root is concave, so its average cannot exceed the square root of the average height. The flat barrier is the most opaque one.

A quadrature of \(S_\delta(0)\) at \(\delta=0.1\,\phi\) tests the coefficient. The computed reduction is 1.00047 times \(S\delta^2/(96\phi^2)\). The quartic term predicts an excess of \((96/2048)\times0.01=0.00047\), as found.

**Q:** So the barrier is most opaque at \(v=\Delta\), where the bias has flattened it. Why is the conductance minimum not there?

**A:** Because the supply also changes with bias. As the window between the Fermi levels opens, its upper edge rises towards the barrier top, and electrons near that edge tunnel much more easily. This raises the conductance for both polarities and pulls the minimum towards \(v=0\). The expansion shows how the two effects balance.

Expand \(F\) in \(t\) around zero and integrate over the symmetric window. The term linear in \(t\) drops out. The quadratic term gives

\[
\int_{-v/2}^{v/2}\frac{t^2}{2}\,dt=\frac12\cdot\frac23\left(\frac v2\right)^3=\frac{v^3}{24}.
\]

Therefore, with primes for derivatives with respect to \(t\),

\[
\frac JC=v\,F(0;\Delta-v)+\frac{v^3}{24}F''(0;\Delta)+O(v^4).
\]

Reflecting the barrier, \(s\to1-s\), reverses the sign of \(\delta\) and leaves the exponent unchanged. So \(F\) is even in \(\delta\), and I can define a coefficient \(c\) by

\[
F(0;\delta)=F_0\,(1+c\,\delta^2+\dots),\qquad F_0=F(0;0).
\]

Since \((\Delta-v)^2=\Delta^2-2\Delta v+v^2\), to first order in \(\Delta\)

\[
\frac{J}{CF_0}=v-2c\Delta\,v^2+\left(c+\frac{F''}{24F}\right)v^3+\dots
\]

Here \(F''/F\) is taken at \(t=0\), \(\delta=0\). It is even in \(\Delta\), so it has no first-order change. The differential conductance is \(G=dJ/dV=e\,dJ/dv\). Differentiating,

\[
\frac{G(V)}{G(0)}=1-4c\Delta\,v+\left(3c+\frac{F''}{8F}\right)v^2+\dots
\]

**Q:** That is still a formula with two unknown numbers in it.

**A:** For a thick barrier, \(S\gg1\), both follow from the behaviour near \(E=0\). The flat barrier has \(S_0(E)=2ad\sqrt{\phi-E}\), with slope \(-ad/\sqrt\phi=-S/(2\phi)\) at \(E=0\). Thus

\[
D(E;0)\simeq e^{-S}e^{SE/(2\phi)},\qquad F_0\simeq\frac{2\phi}{S}\,e^{-S}.
\]

This is the decay energy \(2\phi/S\) mentioned earlier. At leading order the tilt changes \(F\) through the exponent at \(E=0\), which multiplies it by \(\exp[S\delta^2/(96\phi^2)]\). Reading off the quadratic term,

\[
c\simeq\frac{S}{96\phi^2}.
\]

By its definition \(F'=D\), so \(F''=dD/dE=(S/2\phi)D\) at \(E=0\). Dividing by \(F_0\simeq(2\phi/S)D\),

\[
\frac{F''}{F}\simeq\frac{S^2}{4\phi^2}.
\]

In the quadratic coefficient, \(3c=S/(32\phi^2)\) stands beside \(F''/(8F)=S^2/(32\phi^2)\). It is smaller by a factor \(1/S\) and is dropped at this order. The result is

\[
\frac{G(V)}{G(0)}=1-\frac{S\Delta}{24\phi^2}\,v+\frac{S^2}{32\phi^2}\,v^2+\dots
\]

**Q:** I know the Brinkman parabola with other coefficients.

**A:** It is the same parabola. The usual abbreviation is \(A_0=4\sqrt{2m}\,d/(3\hbar)=4ad/3\), so that \(S=\tfrac32A_0\sqrt\phi\). Substitution gives

\[
\frac{S\Delta}{24\phi^2}=\frac{A_0\Delta}{16\,\phi^{3/2}},\qquad
\frac{S^2}{32\phi^2}=\frac{9A_0^2}{128\,\phi}.
\]

**Q:** And the displacement?

**A:** Set the derivative of the parabola to zero:

\[
-\frac{S\Delta}{24\phi^2}+\frac{S^2}{16\phi^2}\,v_{\min}=0
\quad\Longrightarrow\quad
v_{\min}=\frac{2\Delta}{3S}=\frac{\Delta}{3ad\sqrt\phi}.
\]

For \(\Delta>0\) the minimum lies at positive \(v\): the electrode with the higher interface barrier is then the positive one. That polarity flattens the barrier, while the opposite one steepens it. The minimum moves a fraction \(2/(3S)\) of the way to the flattening bias \(v=\Delta\), because the supply term grows as \(S^2\) and the deformation term as \(S\).

**Q:** You dropped terms of order \(\Delta^2\). In a thick barrier they come multiplied by powers of \(S\). Are they still small?

**A:** Keep the exponential form \(F\propto\exp(c\delta^2)\). Then

\[
e^{c(v^2-2\Delta v)}=1-2c\Delta v+(c+2c^2\Delta^2)v^2+\dots
\]

and the quadratic coefficient of \(G\) gains \(6c^2\Delta^2\). Relative to the main term this is

\[
\frac{6S^2\Delta^2}{96^2\phi^4}\cdot\frac{32\phi^2}{S^2}=\frac{\Delta^2}{48\phi^2}.
\]

The tilt also steepens the dependence on energy. At energy \(E\) the exponent is \(2ad\,[(\phi-E)^{1/2}-\Delta^2(\phi-E)^{-3/2}/96]\), and its slope at \(E=0\) has the magnitude \((S/2\phi)\,[1+\Delta^2/(32\phi^2)]\). At leading order \(F''/F\) is the square of this slope, so it gains a relative \(\Delta^2/(16\phi^2)\). Together the two corrections raise the quadratic coefficient by a relative \(\Delta^2/(12\phi^2)\). The linear coefficient gains a relative \(3\Delta^2/(32\phi^2)\) from the quartic term of the exponent.

The powers of \(S\) cancel in each case. What matters is \(\Delta/\phi\), and the numbers in front are small.

**Q:** You also stopped at \(v^2\). Could the cubic and quartic terms move the minimum?

**A:** They do not change its slope with \(\Delta\). Reflection symmetry requires that \(G\) be unchanged when \(v\) and \(\Delta\) both reverse sign, so to first order in \(\Delta\) the odd powers of \(v\) carry a factor \(\Delta\):

\[
\frac{G}{G(0)}=1-\alpha\Delta v+\beta v^2+\gamma\Delta v^3+\eta v^4+\dots
\]

The minimum has \(v\) proportional to \(\Delta\). In \(dG/dv\) the terms from \(\gamma\) and \(\eta\) are then of order \(\Delta^3\), against \(\Delta\) for the first two. So \(v_{\min}=\alpha\Delta/(2\beta)+O(\Delta^3)\).

**Q:** Suppose I record \(I/V\) instead of \(dI/dV\). Do I find the minimum at the same bias?

**A:** No. At leading order

\[
\frac{J}{CF_0v}=1-\frac{S\Delta}{48\phi^2}v+\frac{S^2}{96\phi^2}v^2,
\]

where \(c\) has again been dropped beside \(F''/(24F)\). The minimum of this expression is at

\[
v=\frac{S\Delta}{48\phi^2}\cdot\frac{48\phi^2}{S^2}=\frac{\Delta}{S},
\]

which is one and a half times as far out. The Brinkman displacement belongs to the differential conductance.

**Q:** How deep is this minimum below the zero-bias value?

**A:** A parabola \(1-pv+qv^2\) dips by \(p^2/(4q)\) below its value at \(v=0\). Here

\[
\frac{p^2}{4q}=\frac{S^2\Delta^2}{576\,\phi^4}\cdot\frac{8\phi^2}{S^2}=\frac{\Delta^2}{72\phi^2}.
\]

At leading order the thickness drops out. Even for \(\Delta=0.4\,\phi\) the dip is 0.2 per cent of \(G(0)\). In a measurement with noise, the lowest point is therefore hard to locate.

## Finite thickness, abrupt interfaces and a junction in numbers

**Q:** Before I attack the assumptions, restate what you are defending.

**A:** The barrier has mean height \(\phi\), height difference \(\Delta=\phi_2-\phi_1\) and thickness \(d\). The bias energy is \(v=eV\), positive when electrode 2 is positive, and the tilt under bias is \(\delta=\Delta-v\). With \(a=\sqrt{2m}/\hbar\), the flat-barrier exponent is \(S=2ad\sqrt\phi\). The transmission is \(D=e^{-S_\delta(E)}\), and \(F(t;\delta)\) is its integral over energies up to \(t\), with \(F(0;\delta)=F_0(1+c\delta^2+\dots)\). To first order in \(\Delta\),

\[
\frac{G(V)}{G(0)}=1-4c\Delta v+\left(3c+\frac{F''}{8F}\right)v^2+\dots
\]

For \(S\gg1\) this gives the coefficients \(-S\Delta/(24\phi^2)\) and \(S^2/(32\phi^2)\), and \(v_{\min}=2\Delta/(3S)\).

**Q:** Put numbers in.

**A:** Take a junction of fcc aluminium, aluminium oxide and fcc aluminium whose two interfaces differ, with rough values \(\phi_1=1.6\) eV, \(\phi_2=2.4\) eV and \(d=2\) nm. Then \(\phi=2.0\) eV and \(\Delta=0.8\) eV. With the free-electron mass \(a=5.123\ \mathrm{nm^{-1}\,eV^{-1/2}}\), and

\[
S=2\times5.123\times2\times\sqrt2=28.98 .
\]

The coefficients are

\[
\frac{S\Delta}{24\phi^2}=\frac{28.98\times0.8}{96}=0.2415\ \mathrm{eV^{-1}},\qquad
\frac{S^2}{32\phi^2}=\frac{839.9}{128}=6.56\ \mathrm{eV^{-2}},
\]

and the displacement is

\[
V_{\min}=\frac{0.2415}{2\times6.56}\ \mathrm V=18.4\ \mathrm{mV}.
\]

Direct integration of the current in the same soft-interface model, followed by a numerical search for the minimum of \(dJ/dv\), gives 16.8 mV. The simple formula is about 10 per cent too large relative to that value.

**Q:** With \(S\) near 29 I would have expected an error of three or four per cent. Where does 10 per cent come from?

For a thick barrier with soft interfaces, this part has derived the conductance parabola and its displaced minimum, \(v_{\min}=2\Delta/(3S)\), which comes out about 10 per cent too large for the example junction. It remains to explain that error and to test the result against abrupt interfaces, different electrodes and the properties of real oxides.
